# Does a Perfect Debye Loss Peak Prove Relaxation in the Sample?

**The argument under review.** The manuscript reports the permittivity of an oxide film 10 nm thick under a square plate of side 100 µm. The film is contacted through a thin palladium strip. The loss $\varepsilon''$ has a single peak at 18 MHz, of height 10, and its shape is that of Debye's formula within the accuracy of the measurement. The authors reason as follows: a distorted peak might be an artefact, but a perfect one needs a population of identical dipoles with a single relaxation time; therefore the oxide contains such dipoles, with $\tau=1/(2\pi\times18\ \mathrm{MHz})\approx 8.8$ ns.

The second step needs examination. What does the bridge report if the oxide has no loss at all and the strip has resistance?

**What is measured.** I use the time factor $e^{+i\omega t}$ and write $\varepsilon^*=\varepsilon'-i\varepsilon''$, so that $\varepsilon''>0$ means loss. The instrument measures the admittance $Y$ between its two terminals. The analysis then treats everything between them as a filled capacitor:

$$\varepsilon^*_{\rm app}=\frac{Y}{i\omega C_0},\qquad C_0=\frac{\varepsilon_0A}{d}.$$

Here $A$ is the plate area and $d$ the film thickness. Nothing in this definition separates the film from its leads.

**The Debye material.** After a field pulse, the slow part of the polarization decays as $e^{-t/\tau}$. With strength $\Delta\varepsilon$ and an instantaneous part $\varepsilon_\infty$,

$$\varepsilon^*=\varepsilon_\infty+\frac{\Delta\varepsilon}{\tau}\int_0^\infty e^{-(1/\tau+i\omega)t}\,dt .$$

The integral is $1/(1/\tau+i\omega)=\tau/(1+i\omega\tau)$, hence

$$\varepsilon^*=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+i\omega\tau}.$$

Equivalently, the slow charge $q$ on the plates obeys $\tau\,\dot q+q=C_0\Delta\varepsilon\,V$.

**The lossless capacitor with a lead.** Let the film have a real, frequency-independent permittivity $\varepsilon_s$, so that $C=\varepsilon_sC_0$, and let the lead have a constant resistance $R$. Inductance and leakage are left out for now. The applied voltage is the sum of the two voltage drops:

$$V=R\,\dot q+\frac{q}{C}\quad\Longrightarrow\quad RC\,\dot q+q=CV .$$

This is the material's equation with $\tau=RC$ and $\Delta\varepsilon=\varepsilon_s$. For phasors, $\dot q\to i\omega Q$, so $Q=CV/(1+i\omega RC)$. Since $Y=i\omega Q/V$,

$$\varepsilon^*_{\rm app}=\frac{Q}{C_0V}=\frac{\varepsilon_s}{1+i\omega\tau},\qquad \tau=RC .$$

Multiplying numerator and denominator by $1-i\omega\tau$ separates the parts:

$$\varepsilon'=\frac{\varepsilon_s}{1+\omega^2\tau^2},\qquad \varepsilon''=\frac{\varepsilon_s\,\omega\tau}{1+\omega^2\tau^2}.$$

The loss is identical to that of a Debye material of strength $\varepsilon_s$, with no approximation within the circuit model. As a check, the circuit equation was integrated in time at $\omega\tau=0.1$, 1 and 10 and compared with the Fourier integral of the material's decay; the two agreed within one part in $10^6$.

With $x=\omega\tau$, the derivative of $x/(1+x^2)$ is $(1-x^2)/(1+x^2)^2$. The peak therefore lies at $x=1$ and has height $\varepsilon_s/2$. Half of that height requires $2x/(1+x^2)=1/2$, or $x^2-4x+1=0$, so $x=2\pm\sqrt3$. The product of these roots is 1, and their ratio is $(2+\sqrt3)^2=13.93$, or 1.144 decades. The width that the authors offer as evidence for dipoles is equally the width of an RC circuit.

**Where the heat goes.** With $V=V_0\cos\omega t$, the charge is $q=C_0V_0(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t)$. Over one cycle the source supplies

$$\oint V\,dq=C_0V_0^2\,\omega\int_0^{2\pi/\omega}\!\left(-\varepsilon'\cos\omega t\sin\omega t+\varepsilon''\cos^2\omega t\right)dt=\pi C_0\varepsilon''V_0^2 .$$

The first term integrates to zero. From the circuit equation, the same work is $R\oint\dot q^2dt+\oint q\,dq/C$, and the last integral vanishes because $q$ returns to its starting value. All the apparent dielectric loss is Joule heat in the lead.

**The numbers of this sample.** I take rough typical values: $\varepsilon_s=20$ for the oxide and, for a palladium film 20 nm thick, a resistivity of 20 µΩ cm. The sheet resistance is $(20\times10^{-6}\ \Omega\,\mathrm{cm})/(20\times10^{-7}\ \mathrm{cm})=10\ \Omega$ per square. A strip 500 µm long and 100 µm wide has five squares, so $R=50\ \Omega$. With $C_0=8.854$ pF,

$$C=20\times8.854\ \mathrm{pF}=177.1\ \mathrm{pF},\qquad \tau=50\ \Omega\times177.1\ \mathrm{pF}=8.85\ \mathrm{ns},$$

and $f_{\rm peak}=1/(2\pi\tau)=17.98$ MHz, with height $20/2=10$. The reported peak is reproduced without any relaxing dipoles. At a test amplitude of 50 mV, the lead dissipates 12.5 µW at the peak.

**What the bare circuit fails to copy.** The circuit has $\varepsilon_\infty=0$. In a passive material, at frequencies above the relaxation but below the lattice and electronic resonances, vacuum contributes 1 and the bound charges that still follow the field add a positive amount, so $\varepsilon_\infty\ge1$. The apparent $\varepsilon'$ of the bare circuit falls below 1 when $1+\omega^2\tau^2>\varepsilon_s$, that is, when $\omega\tau>\sqrt{19}$, or above 78.4 MHz here. For a film of this kind, such a value points to a series impedance, unless too large a stray capacitance has been subtracted from the data.

A stray capacitance can remove this warning. Let $C_p$ lie directly across the terminals, ahead of the lead. Parallel admittances add, so

$$\varepsilon^*_{\rm app}=\frac{C_p}{C_0}+\frac{\varepsilon_s}{1+i\omega RC}.$$

Now both parts can match any Debye material: choose $C_p=\varepsilon_\infty C_0$, $C=\Delta\varepsilon\,C_0$ and $R=\tau/(\Delta\varepsilon\,C_0)$. An uncorrected 35 pF gives $\varepsilon_\infty=35/8.854=3.95$:

| $f$ (MHz) | $\varepsilon'$, bare | $\varepsilon'$, with $C_p$ | $\varepsilon''$, both |
|---|---|---|---|
| 1.00 | 19.94 | 23.89 | 1.11 |
| 17.98 | 10.00 | 13.95 | 10.00 |
| 100.00 | 0.63 | 4.58 | 3.48 |

The right-hand pair of columns would pass for a sound dielectric spectrum. If the stray capacitance lay behind the lead, in parallel with the film, it would merely enlarge $C$ and leave $\varepsilon_\infty=0$.

The authors might look instead at the impedance $Z=1/Y$. For the bare circuit, ${\rm Re}\,Z=R$ at every frequency, a clear sign of a series resistor. With $C_p$ present, I write $\varepsilon_\infty=C_p/C_0$ and put the permittivity over a common denominator, $\varepsilon^*_{\rm app}=(\varepsilon_s+\varepsilon_\infty+i\varepsilon_\infty x)/(1+ix)$. Then

$${\rm Re}\,Z=\frac{\varepsilon''}{\omega C_0|\varepsilon^*_{\rm app}|^2}=\frac{\varepsilon_s\tau}{C_0\left[(\varepsilon_s+\varepsilon_\infty)^2+\varepsilon_\infty^2x^2\right]} .$$

It falls from 34.8 Ω at $0.1f_{\rm peak}$ to 9.4 Ω at $10f_{\rm peak}$, so this sign is hidden too.

**Which experiments can decide.** Two samples with equal $Y(\omega)$ respond equally in every linear measurement made at the same two terminals. Adding a known resistor outside them does not help, because it changes both responses in the same way. Something inside must be changed.

*Geometry.* For a fixed lead, $\tau=R\varepsilon_0\varepsilon_sA/d$. Doubling the thickness at fixed area moves the peak to 35.95 MHz; doubling the area at fixed thickness moves it to 8.99 MHz. The relaxation time of a uniform material, unchanged between samples, depends on neither. A shift alone does not identify the lead, however. A true Debye film behind the same lead also shows one: with $\varepsilon_\infty=4$, $\Delta\varepsilon=20$, $\tau=8.85$ ns and 50 Ω, the measured peak moves from 8.6 to 11.8 MHz when the thickness is doubled. A leaky interfacial layer of fixed thickness gives a thickness-dependent peak too. The mark of a lossless film behind a fixed resistance is the full factor of 2 at unchanged height. One exception matters: if the resistance is that of a contact covering the plate, $R=\rho_c/A$, then $\tau=\rho_c\varepsilon_0\varepsilon_s/d$ and the area cancels. A peak that stays put when the area changes does not clear the contacts; the thickness must be varied as well.

*Temperature.* Take a lead coefficient of 0.003 per K, a rough value for a metal, and hold $C$ fixed. Heating from 300 to 350 K raises $R$ by the factor 1.15 and multiplies the peak frequency by $1/1.15=0.870$. A film with about twice the bulk resistivity, as assumed here, would have a coefficient nearer 0.002 per K and a factor near 0.91; the shift is small and downward in either case. A relaxation rate proportional to $e^{-E/k_BT}$ with $E=0.3$ eV would rise by a factor of 5.25. A strong upward shift at nearly unchanged peak height, which shows that $C$ has stayed nearly fixed, thus excludes a metallic lead as the cause, but not a contact whose conductance is itself activated.

**The short-circuit correction.** The authors note that their peak survived a correction for lead resistance, though at a higher frequency. This does not rescue the argument. If a resistance $R_k<R$ is subtracted from the bare circuit, then

$$Z-R_k=(R-R_k)+\frac1{i\omega C},$$

which is the same circuit with a smaller resistor. The peak moves to $1/[2\pi(R-R_k)C]$ and keeps its full height $\varepsilon_s/2$, because, as long as inductance is absent, the height does not contain the resistance. Removing 45 of the 50 Ω leaves a peak of height 10 at 179.8 MHz. With the full $R$ removed, the model gives $\varepsilon^*=\varepsilon_s$ and no peak. Any stray capacitance across the terminals must be subtracted first. With the 35 pF left in, ${\rm Re}\,Z$ is below 35 Ω at every frequency, so subtracting 45 Ω would make the apparent loss negative.

**How far a real device departs from the model.** The largest correction at the peak comes from the palladium under the plate. At low frequency the plate charges uniformly, so the current in this square of film falls linearly from $I$ at the fed edge to zero at the far edge. The heat is that of a resistance

$$R_\square\int_0^1(1-s)^2ds=\frac{R_\square}{3}=3.3\ \Omega,$$

where $R_\square=10\ \Omega$ and the top electrode is taken as perfectly conducting. The full distributed calculation puts the peak at 16.8 MHz, about 6 % below the lumped value, with its height still 9.99. A short standard that replaces the plate does not remove this part. After the 45 Ω correction about 8.3 Ω would then remain, and the leading-order estimate of the residual peak drops from 180 to about 108 MHz; the distributed plate gives 105 MHz and a height of 9.7.

An inductance $L$ in the lead changes the denominator to $1-\omega^2LC+i\omega RC$. For a rough 1 nH, the loss at 17.98 MHz rises by only 0.2 %, but above the series resonance at 378 MHz the apparent $\varepsilon'$ of the bare circuit is negative. Towards that frequency $\varepsilon'$ therefore departs from the Debye form, while the loss stays within 0.5 % of it. With the stray 35 pF across the terminals, $\varepsilon'$ stays positive, near 3.9, and this sign is hidden as well. The size of the inductive effect is set by $L/(R^2C)$, which is 0.002 at 50 Ω but 0.23 at 5 Ω. If only resistance is subtracted and 1 nH is left in, the residual peak of the lumped circuit lies at 207 MHz with height 12.7, and it is narrower than a Debye peak.

A real oxide also has some loss of its own. If its loss tangent is a small constant $\delta$, the film adds $\delta/(\omega C)$ to the series resistance, to first order, and the apparent loss tangent becomes $\omega RC+\delta$. For $\delta=0.01$ it rises from 0.0556 to 0.0656 at 1 MHz. The two terms are equal near 0.18 MHz; below that frequency the film's own loss dominates and the low-frequency wing is no longer Debye-like. The peak height has no first-order change: with total series resistance $r/(\omega C)$, the loss is $\varepsilon_sr/(1+r^2)$, which is stationary at $r=1$. The position does move: $r=\omega RC+\delta=1$ lowers the peak frequency by the fraction $\delta$, here 1 %, to 17.80 MHz.

Four further effects were estimated and are negligible here: breakdown, leakage, tunnelling and the skin effect. The field is 0.05 MV/cm against a rough breakdown field of 4 MV/cm. For an oxide resistivity of $10^{12}$ Ω cm, leakage is $5\times10^{-9}$ of the capacitive current at the peak, and a rough estimate of direct tunnelling (barrier 1 eV, mass $0.2\,m_e$, Fermi wavevector 10 nm$^{-1}$) gives a few times $10^{-12}$. The skin depth, 53 µm, far exceeds the palladium thickness.

**Recommendation.** The data establish one relaxation time for the complete circuit, not for the oxide. Before assigning it to dipoles, the authors should measure the strip resistance independently, add one third of the plate's sheet resistance, compare the sum with $\tau/C=50\ \Omega$, and repeat the spectrum at a second film thickness with the same lead.

## Values computed for the example and the checks

```
oxide: eps_s 20, thickness 10 nm, side 100 um
Pd film: 20 uOhm cm, thickness 20 nm
Pd strip: length 500 um, width 100 um
sheet resistance 10.0 Ohm per square
lead resistance R 50.0 Ohm
empty-cell capacitance C0 8.854 pF
sample capacitance C 177.1 pF
time constant RC 8.854 ns
loss peak frequency, found 17.98 MHz
loss peak frequency, formula 17.98 MHz
loss peak height, found 10.000
half-height frequencies 4.82 and 67.08 MHz
width: ratio 13.93, decades 1.144
f (MHz), eps', eps'' bare; eps', eps'' with stray C:
     1.00  19.938   1.109  23.891   1.109
     5.00  18.564   5.164  22.517   5.164
    17.98  10.000  10.000  13.953  10.000
    50.00   2.289   6.367   6.242   6.367
   100.00   0.626   3.482   4.579   3.482
apparent tan delta at 1 MHz 0.0556
eps' falls below 1 above 78.4 MHz (bare)
stray C 35 pF gives eps_inf 3.953
static apparent eps with stray C 23.953
Re Z with stray C at 0.1 and 10 f_peak: 34.85, 9.36 Ohm
test amplitude 50 mV
heat in lead per cycle at peak 0.6954 pJ
mean power in lead at peak 12.50 uW
peak, double thickness 35.95 MHz
peak, double area, fixed lead 8.99 MHz
peak, double area, areal contact R 17.98 MHz
after removing 45.0 Ohm: peak 179.8 MHz, height 10.000
R spread under plate: peak 16.84 MHz, height 9.992
inductance 1.0 nH: eps'' at f_peak 10.023
series resonance, eps' changes sign 378 MHz
own tan delta 0.01: eps'' at f_peak 10.0005
total tan delta at 1 MHz with own loss 0.0656
oxide resistivity 1e+12 Ohm cm
leakage/capacitive current at f_peak 5.0e-09
tunnel barrier 1.0 eV, mass 0.2 m_e, k_F 10 per nm
tunnel/capacitive current, order 4e-12
field 0.050 MV/cm, rough breakdown 4 MV/cm
skin depth in Pd at f_peak 53 um
heating 300 to 350 K, lead coefficient 0.003 per K
peak frequency factor, metal lead 0.870
peak frequency factor, activated 0.3 eV 5.25
```
